# Grid convergence of local exchange for a cosine density

A plane-wave calculation evaluates exchange on a real-space grid. Consider the periodic density, scaled to unit mean,

$$\rho(x)=1+b\cos x,\qquad 0<b<1,$$

and the Fourier coefficients of its powers,

$$c_n=\frac1{2\pi}\int_0^{2\pi}\rho(x)^p\,e^{-inx}\,dx .$$

The exchange energy density in the local density approximation has $p=4/3$, and its potential has $p=1/3$. Write $\kappa=\operatorname{arccosh}(1/b)$ and $\beta=\sqrt{1-b^2}$. Since $\rho$ is real and even, $c_n$ is real and $c_{-n}=c_n$, so $n>0$ suffices.

## Part (a): an integral for the coefficients

**Question.** Locate the complex zeros of $\rho$. For $n>p$, turn $c_n$ into an integral along a branch cut. For $p=4/3$, deduce the sign of $c_n$ and a bound on $|c_{n+1}/c_n|$.

**Answer.** The condition $\cos x=-1/b$ gives $x=\pi\pm i\kappa$, modulo $2\pi$, because $\cos(\pi\pm i\kappa)=-\cosh\kappa$. These points are branch points of $\rho^p$ for noninteger $p$.

Push the contour into the lower half plane, with the cut running down from $\pi-i\kappa$. Three pieces drop out:

- At depth $y$ the integrand is at most $(1+b\cosh y)^p e^{-ny}$, which behaves as $e^{(p-n)y}$ and vanishes for $n>p$.
- The sides $\mathrm{Re}\,x=0$ and $\mathrm{Re}\,x=2\pi$ cancel by periodicity.
- A small circle around the branch point gives nothing, because $\rho^p\to0$ there.

The two edges of the cut remain. At $x=\pi+u-it$,

$$\rho=1-b\cos u\cosh t-ib\sin u\sinh t .$$

To the right of the cut ($u>0$) the imaginary part is negative, and to the left it is positive. With $F(t)=(b\cosh t-1)^p$, the edge values of $\rho^p$ are therefore $e^{-i\pi p}F$ on the right and $e^{i\pi p}F$ on the left.

The contour goes up the left edge and down the right one. On the cut $dx=-i\,dt$ and $e^{-inx}=(-1)^ne^{-nt}$. Hence

$$2\pi c_n=i(-1)^n\left(e^{i\pi p}-e^{-i\pi p}\right)\int_\kappa^\infty F(t)e^{-nt}dt .$$

The bracket is $2i\sin\pi p$, so

$$c_n=(-1)^n\,\frac{-\sin\pi p}{\pi}\int_\kappa^\infty(b\cosh t-1)^p e^{-nt}\,dt. \tag{1}$$

For $p=4/3$, $-\sin\pi p=\sqrt3/2$ is positive. Thus $(-1)^nc_n>0$ for $n\ge2$. Since $e^{-(n+1)t}<e^{-\kappa}e^{-nt}$ for $t>\kappa$, also

$$|c_{n+1}|<e^{-\kappa}|c_n|,\qquad n\ge2. \tag{2}$$

## Part (b): large $n$ at fixed $b<1$

**Question.** Find the leading form of $c_n$ and its first relative correction. When does the leading form apply?

**Answer.** Set $t=\kappa+s$. From $\cosh\kappa=1/b$ and $\sinh\kappa=\beta/b$,

$$b\cosh(\kappa+s)-1=\cosh s+\beta\sinh s-1=\beta s\left[1+\frac{s}{2\beta}+O(s^2)\right].$$

The factor $e^{-ns}$ confines the integral to $s\sim1/n$, so this expansion may be raised to the power $p$ and integrated term by term:

$$\int_\kappa^\infty F e^{-nt}dt=e^{-n\kappa}\beta^p\left[\frac{\Gamma(p+1)}{n^{p+1}}+\frac{p}{2\beta}\frac{\Gamma(p+2)}{n^{p+2}}+\cdots\right].$$

Here $\Gamma(p+2)=(p+1)\Gamma(p+1)$. The reflection formula gives $-\sin(\pi p)\Gamma(p+1)/\pi=1/\Gamma(-p)$. Therefore

$$c_n=\frac{(-1)^n\beta^p}{\Gamma(-p)}\frac{e^{-n\kappa}}{n^{p+1}}\left[1+\frac{p(p+1)}{2\beta n}+O(n^{-2})\right]. \tag{3}$$

For $p=4/3$ the decay is $n^{-7/3}e^{-n\kappa}$, with $\Gamma(-4/3)=3.0468$. The exponential rate is the distance of the zeros from the real axis. The correction is $14/(9\beta n)$, so the leading form needs $n\gg14/(9\beta)$.

At $b=0.9$, $\beta=\sqrt{0.19}=0.436$ and the correction is $3.57/n$. The computed ratio of $c_n$ to its leading form is 1.93 at $n=5$, 1.189 at $n=20$ and 1.092 at $n=40$. The last two are close to the predicted 1.178 and 1.089; at $n=5$ the first correction gives 1.71, still 11% low.

## Part (c): the density touches zero

**Question.** What replaces (3) at $b=1$, and how does $\kappa$ approach zero as $b\to1$?

**Answer.** Equation (1) survives the limit. On the left, $\rho^p$ converges uniformly. On the right, $(b\cosh t-1)^p\le(\cosh t-1)^p$ supplies an integrable bound. At $b=1$ we have $\kappa=0$ and, for small $t$, $\cosh t-1\simeq t^2/2$. Thus

$$|c_n|\simeq\frac{|\sin\pi p|}{\pi}\,2^{-p}\int_0^\infty t^{2p}e^{-nt}dt=\frac{|\sin\pi p|\,\Gamma(2p+1)}{2^p\pi}\,n^{-2p-1}. \tag{4}$$

For $p=4/3$ this is $0.4389\,n^{-11/3}$. At $n=40$ the computed coefficient exceeds it by 0.12%.

For $b$ near 1, $\cosh\kappa\simeq1+\kappa^2/2=1/b$ gives

$$\kappa\simeq\sqrt{2(1-b)}=\sqrt{2\rho_{\min}} .$$

The rate thus falls as the square root of the minimum density. For $1\ll n\ll1/\kappa$ the important $t\sim1/n$ lie far above $\kappa$, and the coefficients follow (4). The exponential takes over for $n\gg1/\kappa$.

## Part (d): from coefficients to grid errors

**Question.** The mean of $\rho^{4/3}$ is computed from $N$ equally spaced points $x_j=2\pi(j+s)/N$. Find the error, bound it for even $N$ and $s=0$, and describe the effect of $s=1/2$. Compare the exchange potential and the Hartree energy.

**Answer.** Insert the absolutely convergent Fourier series. The average of $e^{2\pi inj/N}$ over $j$ is 1 if $n$ is a multiple of $N$ and 0 otherwise. Hence

$$\frac1N\sum_{j=0}^{N-1}\rho(x_j)^{4/3}-c_0=2\sum_{m\ge1}c_{mN}\cos(2\pi ms). \tag{5}$$

For even $N$ and $s=0$ every term is positive. By (2), $c_{mN}\le e^{-(m-1)N\kappa}c_N$. Summing the geometric series gives

$$2c_N<\text{error}<\frac{2c_N}{1-e^{-N\kappa}} . \tag{6}$$

At $s=1/2$ the sum becomes $-2c_N+2c_{2N}-\cdots$. The error nearly reverses sign when $c_{2N}\ll c_N$, so the computed energy changes as the density slides across the grid.

For the potential, $p=1/3$ in (3) gives the same rate $\kappa$ but the weaker power $n^{-4/3}$. At $b=0.9$ and $n=20$ its coefficient has magnitude $3.09\times10^{-7}$, against $1.04\times10^{-8}$ for $p=4/3$.

For the Hartree energy use atomic units, a cell of volume $\Omega$ and the density $n_0(1+b\cos Gx)$, with a uniform background cancelling the mean charge. Poisson's equation $V''=-4\pi n_0b\cos Gx$ gives $V=4\pi n_0b\cos(Gx)/G^2$. The mean of $\cos^2$ is $1/2$, so

$$E_H=\frac12\int n_0b\cos(Gx)\,V\,d^3r=\frac{\pi\Omega n_0^2b^2}{G^2}. \tag{7}$$

The integrand contains harmonics $0,\pm2$. On three points $\pm2$ is not a multiple of $N$, so the grid mean is exact; on two points it depends on the offset $s$ and is twice too large at $s=0$. The difference from exchange is that, for a density with finitely many harmonics such as this one, a quadratic expression again has finitely many, while the power $4/3$ creates an infinite series. A density with infinitely many harmonics, such as $\tilde\rho$ in part (f), has a grid error in the Hartree energy as well.

## Part (e): a worked cell

**Question.** Take a cubic cell of side 10 bohr with $n_0=0.03$ bohr$^{-3}$, modulated once along one axis. Estimate the exchange error for $b=0.9$, $N=16$, $s=0$, and discuss other values of $b$ and $N$.

**Answer.** Spin-unpolarized local exchange is $E_x=-C_x\int n^{4/3}d^3r$, with $C_x=\frac34(3/\pi)^{1/3}=0.73856$. Correlation is left out. The energy scale multiplying the mean of $\rho^{4/3}$ is

$$-0.73856\times(0.03)^{4/3}\times1000=-6.885\ \text{hartree}.$$

With the computed mean $c_0=1.09687$, $E_x=-7.5515$ hartree. Equation (7), with $G=2\pi/10$ bohr$^{-1}$, gives $E_H=5.8012$ hartree, which three grid points reproduce.

For the error, $\kappa=0.46715$ and $\beta^{4/3}=0.3305$. The leading form gives

$$2c_{16}\approx\frac{2\times0.3305\times16^{-7/3}e^{-7.474}}{3.0468}=1.91\times10^{-7}.$$

The correction factor $1+3.57/16=1.223$ raises this to $2.33\times10^{-7}$. Multiplication by $-6.885$ hartree gives $-1.61\times10^{-6}$ hartree. The direct grid sum gives $-1.63\times10^{-6}$ hartree. Shifting the grid by half a spacing changes the error to $+1.63\times10^{-6}$ hartree.

The computed errors, in hartree, relative to the converged exchange energy for the same $b$, are:

| $N$ | $b=0.5$ | $b=0.9$ | $b=0.99$ |
|---|---|---|---|
| 8 | $-9.8\times10^{-7}$ | $-4.2\times10^{-4}$ | $-2.4\times10^{-3}$ |
| 16 | $-4.6\times10^{-12}$ | $-1.6\times10^{-6}$ | $-9.6\times10^{-5}$ |

The last entry is $-2.6\times10^{-3}$ eV. To bring the relative error of the exchange energy below $10^{-8}$, the smallest even grids have 10, 22, 48, 86 and 148 points for $b=0.5$, 0.9, 0.99, 0.999 and 1. The requirement stays finite as $\kappa\to0$ because the algebraic decay (4) remains.

## Part (f): is low density enough?

**Question.** Compare the cosine density with

$$\tilde\rho(x)=\frac{e^{a\cos x}}{I_0(a)},\qquad a=\operatorname{artanh}b,$$

where $I_n(z)=(1/2\pi)\int_0^{2\pi}e^{z\cos x}\cos(nx)\,dx$. What property of a near-vacuum region slows convergence?

**Answer.** The mean of $\tilde\rho$ is 1. Its minimum-to-maximum ratio is $e^{-2a}=(1-b)/(1+b)$, the same as for $\rho$. However, an exponential has no complex zeros, and $\tilde\rho^{4/3}$ has no singularity at finite $x$. Its coefficients are $I_n(z)/I_0(a)^{4/3}$ with $z=4a/3$.

Writing $e^{z\cos x}=e^{(z/2)e^{ix}}e^{(z/2)e^{-ix}}$ and collecting powers of $e^{ix}$ gives

$$I_n(z)=\sum_{k\ge0}\frac{(z/2)^{n+2k}}{k!\,(n+k)!}\le\frac{(z/2)^n}{n!}e^{z^2/4},$$

because $(n+k)!\ge n!$. This falls faster than any fixed exponential in $n$. For the contrasts of $b=0.9$, 0.99 and 0.999, the same relative error target needs 12, 16 and 18 points, against 22, 48 and 86 for the cosine density.

Low density alone is therefore not the cause. Near a minimum, $\rho\simeq\rho_{\min}+\frac12\rho''u^2$ suggests zeros at a distance

$$|u|\simeq\sqrt{2\rho_{\min}/\rho''} ,$$

provided the quadratic form holds that far out. For the cosine density $\rho''=b$ at the minimum, so the distance shrinks as $b\to1$. For $\tilde\rho$ the curvature is $\rho''=a\rho_{\min}$, which falls with the density itself; the estimate is $\sqrt{2/a}$, from 1.17 down to 0.73 for these contrasts, but no zero lies there. Near the minimum $\tilde\rho\simeq\rho_{\min}e^{au^2/2}$, and at $u=i\sqrt{2/a}$ the exponent is $-1$. The quadratic form keeps only two terms of this exponential, so it fails at that distance however large $a$ is. For $1+b\cos x$ the near-vacuum region slows the grid convergence of exchange because it brings a branch point of $\rho^{4/3}$ close to the real axis. This result has two limits. First, the distance of the branch point fixes only the asymptotic rate, and the weight of that region fixes the prefactor: $e^{4\cos x}(1+0.999\cos x)$ has the same zeros as the cosine density with $b=0.999$, yet meets the same error target with 18 points instead of 86. Second, the cosine density is not a model of a wide vacuum between surfaces. There two tails $e^{\mp2ku}$ add to a multiple of $\cosh 2ku$, whose nearest zeros lie at $u=\pm i\pi/(4k)$ however low the density becomes.

The numerical check tests (1) against direct quadrature and (6) against direct grid sums.

## Numbers as computed

```
cell side = 10.0 bohr
mean density = 0.030 bohr^-3
electrons in cell = 30.0 (number)
Dirac exchange constant = 0.738559 (atomic units)
Gamma(-4/3) = 3.046765 (dimensionless)
b=0.5: kappa = 1.316958 (dimensionless), zero distance = 2.0960 bohr
b=0.9: kappa = 0.467145 (dimensionless), zero distance = 0.7435 bohr
b=0.99: kappa = 0.142014 (dimensionless), zero distance = 0.2260 bohr
b=0.999: kappa = 0.044740 (dimensionless), zero distance = 0.0712 bohr
b=0.9, n=5: c_n = -4.742232e-04, exact/leading = 1.93186 (dimensionless)
b=0.9, n=20: c_n = 1.040491e-08, exact/leading = 1.18910 (dimensionless)
b=0.9, n=40: c_n = 1.660300e-13, exact/leading = 1.09180 (dimensionless)
b=0.9 local rate, n=20 to 21 = 0.58903 (dimensionless)
b=0.9 potential c_20 (p=1/3) = -3.086087e-07 (dimensionless)
b=1 algebraic constant = 0.438925 (dimensionless)
b=1, c_40 = 5.870654e-07 (dimensionless)
b=1, c_40/algebraic law = 1.001190
b=0.9 mean of rho^(4/3) = 1.09686506 (dimensionless)
b=0.9 exchange energy = -7.55150069 hartree
b=0.9 Hartree energy, 3 points = 5.80119768 hartree
b=0.9 Hartree energy, Gauss law = 5.80119768 hartree
b=0.5, N=8: exchange error = -9.8215e-07 hartree
b=0.5, N=16: exchange error = -4.5815e-12 hartree
b=0.9, N=8: exchange error = -4.2436e-04 hartree
b=0.9, N=16: exchange error = -1.6294e-06 hartree
b=0.9, N=24: exchange error = -1.4048e-08 hartree
b=0.99, N=8: exchange error = -2.3661e-03 hartree
b=0.99, N=16: exchange error = -9.5616e-05 hartree
b=0.99, N=24: exchange error = -9.9555e-06 hartree
b=0.9, N=16, half-spacing shift: exchange error = 1.6291e-06 hartree
b=0.99, N=16: exchange error = -2.6018e-03 eV
relative error target = 1.0e-08 (dimensionless)
b=0.5: smallest even grid = 10 points
b=0.9: smallest even grid = 22 points
b=0.99: smallest even grid = 48 points
b=0.999: smallest even grid = 86 points
b=1.0: smallest even grid = 148 points
zero-free density, contrast of b=0.9: a = 1.47222, smallest even grid = 12 points
zero-free density, contrast of b=0.99: a = 2.64665, smallest even grid = 16 points
zero-free density, contrast of b=0.999: a = 3.80020, smallest even grid = 18 points
```
